**Tilt of a coherent film on a miscut substrate**

The program tests $\tan\theta=\epsilon\tan\phi$, where $\phi$ is the substrate miscut, $\epsilon$ is the relative excess of the strained film's plane spacing, and $\theta$ is the angle between film and substrate planes. It relaxes spring lattices on single and double steps and asserts that the planes at mid-film are straight, sink upstairs and obey the formula. For random coherent deformations it asserts the sine law, using planes built from the deformed lattice vectors. It also minimises the anisotropic elastic energy and asserts that the resulting tilt agrees with the step formula. The critical thickness found from a numerical energy derivative is compared with its closed equation. For $\epsilon=1$ per cent and $\phi=4^\circ$, the output gives a tilt of $0.0401^\circ$ and a bulk misfit of 0.528 per cent. It also shows that dislocations with vertical Burgers components of one sign would match this tilt once 9.4 per cent of the misfit had relaxed.

## Numerical verification

```python
"""Tilt of a coherent film on a miscut substrate (Nagai's step model).

Result under test:  tan(theta) = eps * tan(phi)
  phi    miscut: angle between substrate lattice planes and the surface
  eps    relative excess of the strained film's plane spacing over the substrate's
  theta  angle between film planes and substrate planes
For eps = 0.01 and phi = 4 degrees, theta is about 0.04 degrees.
Axes: z = substrate plane normal, x = upstairs direction of the steps.
Lengths in nm, elastic constants in GPa, angles in radians unless printed.
"""
import numpy as np
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

deg = np.pi / 180
X, Y, Z = np.eye(3)


def angle(a, b):
    return np.arctan2(np.linalg.norm(np.cross(a, b)), np.dot(a, b))


# ---------- ball-and-spring film on a rigid stepped substrate (2D) ----------
def relax_spring_film(columns, step_layers, layers, misfit):
    """Square lattice, unit spacing; near springs 1, diagonal springs 1/2.
    Returns displacements u[column, layer, (x, z)] from substrate lattice sites."""
    rows, cols, vals = [], [], []
    load = np.zeros(2 * columns * layers)
    directions = [(p, q) for p in (-1, 0, 1) for q in (-1, 0, 1) if (p, q) != (0, 0)]
    for i in range(columns):
        for m in range(layers):
            here = 2 * (i * layers + m)
            for p, q in directions:
                i2, m2 = i + p, m + q
                if i2 >= columns:
                    i2, m2 = i2 - columns, m2 - step_layers
                elif i2 < 0:
                    i2, m2 = i2 + columns, m2 + step_layers
                if m2 >= layers:
                    continue                      # vacuum: no spring
                length = np.hypot(p, q)
                e = (p / length, q / length)
                k = 1.0 if p * q == 0 else 0.5
                there = 2 * (i2 * layers + m2)
                for a in (0, 1):
                    load[here + a] -= k * misfit * length * e[a]
                    for b in (0, 1):
                        kab = k * e[a] * e[b]
                        rows.append(here + a)
                        cols.append(here + b)
                        vals.append(kab)
                        if m2 >= 0:               # otherwise fixed substrate atom
                            rows.append(here + a)
                            cols.append(there + b)
                            vals.append(-kab)
    size = len(load)
    stiffness = coo_matrix((vals, (rows, cols)), shape=(size, size)).tocsc()
    return spsolve(stiffness, load).reshape(columns, layers, 2)


def local_slopes(u, m):
    du = u[1:, m] - u[:-1, m]
    return du[:, 1] / (1 + du[:, 0])


def measure_mid_film(u):
    m = u.shape[1] // 2
    slopes = local_slopes(u, m)
    slope = slopes.mean()
    assert np.max(np.abs(slopes / slope - 1)) < 1e-3   # planes flat inside the film
    du = u[:, m + 1] - u[:, m]
    excess = np.mean(du[:, 1] - slope * du[:, 0])      # vertical spacing minus 1
    return slope, excess


spring_misfit = 0.0075
u_single = relax_spring_film(14, 1, 112, spring_misfit)
u_double = relax_spring_film(28, 2, 224, spring_misfit)
slope_1, excess_1 = measure_mid_film(u_single)
slope_2, excess_2 = measure_mid_film(u_double)
spring_tan_phi = 1 / 14
assert slope_1 < 0                                     # planes sink going upstairs
assert abs(-slope_1 / (excess_1 * spring_tan_phi) - 1) < 1e-3
assert abs(-slope_2 / (excess_2 * spring_tan_phi) - 1) < 1e-3
assert abs(slope_2 / slope_1 - 1) < 1e-3               # bunching leaves tilt unchanged
# 2D elastic constants of these springs: C11 = 3/2, C12 = 1/2; miscut adds ~phi^2
assert abs(excess_1 / (spring_misfit * (1 + 0.5 / 1.5)) - 1) < 0.01
first_row = local_slopes(u_single, 0)
assert np.ptp(first_row) > 0.5 * abs(slope_1)          # but kinked at the interface


# ---------- coherent continuum film, anisotropic elasticity (3D) ----------
C11, C12, C44 = 120.0, 54.0, 60.0
I3 = np.eye(3)
C = (C12 * np.einsum('ij,kl->ijkl', I3, I3)
     + C44 * (np.einsum('ik,jl->ijkl', I3, I3) + np.einsum('il,jk->ijkl', I3, I3)))
for q in range(3):
    C[q, q, q, q] += C11 - C12 - 2 * C44


def surface_normal(phi):
    return np.array([-np.sin(phi), 0.0, np.cos(phi)])


def coherent_deformation(misfit, phi):
    """Minimise elastic energy over F = 1 + b n^T; the energy is quadratic in b."""
    n = surface_normal(phi)

    def energy(b):
        strain = 0.5 * (np.outer(b, n) + np.outer(n, b)) - misfit * I3
        return 0.5 * np.einsum('ij,ijkl,kl', strain, C, strain)

    gradient = np.array([(energy(e) - energy(-e)) / 2 for e in I3])
    hessian = np.array([[energy(e + g) - energy(e) - energy(g) + energy(0 * e)
                         for g in I3] for e in I3])
    return I3 + np.outer(-np.linalg.solve(hessian, gradient), n)


def film_planes(F):
    """Unit normal and spacing ratio of the deformed (001) planes."""
    normal = np.cross(F @ X, F @ Y)
    normal /= np.linalg.norm(normal)
    return normal, np.dot(F @ Z, normal)


phi, eps = 4 * deg, 0.01
n = surface_normal(phi)
rng = np.random.default_rng(3)
for _ in range(20):                                    # sine law, any coherent film
    normal, ratio = film_planes(I3 + np.outer(0.02 * rng.normal(size=3), n))
    assert abs(np.sin(angle(normal, n)) - ratio * np.sin(phi)) < 1e-12
    assert abs(np.dot(np.cross(normal, n), Z)) < 1e-12  # tilt lies in miscut plane

bulk_misfit = brentq(
    lambda f: film_planes(coherent_deformation(f, phi))[1] - 1 - eps, 1e-4, 0.03,
    xtol=1e-14)
normal, ratio = film_planes(coherent_deformation(bulk_misfit, phi))
tilt_elastic = angle(normal, Z)
film_miscut = angle(normal, n)
tilt_nagai = np.arctan(eps * np.tan(phi))
tilt_sine = np.arcsin((1 + eps) * np.sin(phi)) - phi
assert normal[0] > 0 and film_miscut > phi             # leans upstairs
assert abs(tilt_elastic - tilt_sine) < 1e-10
assert abs(tilt_nagai / tilt_elastic - 1) < 1e-4       # higher order in eps
assert abs(tilt_nagai / deg - 0.04) < 0.0005

poisson_factor = 1 + 2 * C12 / C11
small = film_planes(coherent_deformation(1e-4, 0.1 * deg))[1] - 1
assert abs(small / (1e-4 * poisson_factor) - 1) < 1e-4
assert abs(eps / (bulk_misfit * poisson_factor) - 1) < 2 * phi**2
ratio_bulk = film_planes(coherent_deformation(0.01, phi))[1]
tilt_if_bulk = angle(film_planes(coherent_deformation(0.01, phi))[0], Z)

# ---------- example geometry ----------
step_height = 0.28
terrace = step_height / np.tan(phi)
height_loss = eps * step_height

# ---------- neglected: misfit dislocations (60-degree type) ----------
burgers = 0.40
b_dir = np.array([1.0, 0.0, 1.0]) / np.sqrt(2)
line_dir = np.array([1.0, 1.0, 0.0]) / np.sqrt(2)
across_dir = np.array([1.0, -1.0, 0.0]) / np.sqrt(2)
b_edge = burgers * abs(b_dir @ across_dir)             # relieves misfit
b_up = burgers * abs(b_dir @ Z)                        # tilts the film
cos_line = b_dir @ line_dir
nu = C12 / (C11 + C12)
biaxial = 2 * C44 * (1 + nu) / (1 - nu)                # isotropic estimate


def areal_energy(density, h):
    """Two crossed arrays, each with 'density' dislocations per unit length."""
    line = (C44 * burgers**2 * (1 - nu * cos_line**2) / (4 * np.pi * (1 - nu))
            * (np.log(h / burgers) + 1))
    return biaxial * (bulk_misfit - density * b_edge)**2 * h + 2 * density * line


d = 1e-4
h_critical = brentq(lambda h: (areal_energy(d, h) - areal_energy(-d, h)) / (2 * d),
                    2.0, 1000.0)
h_formula = 20.0
for _ in range(200):
    h_formula = (burgers**2 * (1 - nu * cos_line**2) * (np.log(h_formula / burgers) + 1)
                 / (8 * np.pi * (1 + nu) * bulk_misfit * b_edge))
assert abs(h_critical / h_formula - 1) < 1e-6
tilt_full_relax = np.arctan(bulk_misfit * b_up / b_edge)
equal_fraction = np.tan(tilt_nagai) * b_edge / (b_up * bulk_misfit)

# ---------- neglected: differential thermal expansion ----------
expansion_difference, temperature_change = 1e-7, 600.0
misfit_shift = expansion_difference * temperature_change
shifted = film_planes(coherent_deformation(bulk_misfit + misfit_shift, phi))[0]
thermal_change = angle(shifted, Z) / tilt_elastic - 1

print("INPUTS (round model values)")
print(f"miscut phi = {phi/deg:.1f} deg")
print(f"excess of strained film spacing eps = {100*eps:.2f} %")
print(f"step height = {step_height:.2f} nm")
print(f"C11, C12, C44 = {C11:.0f}, {C12:.0f}, {C44:.0f} GPa")
print("STEP MODEL")
print(f"tan(phi) = {np.tan(phi):.6f}")
print(f"terrace length = {terrace:.3f} nm")
print(f"height lost by a film plane per terrace = {height_loss:.4f} nm")
print(f"terraces to sink by one step height = {step_height/height_loss:.0f}")
print(f"distance for that = {terrace*step_height/height_loss:.0f} nm")
print(f"tan(theta) = {np.tan(tilt_nagai):.4e}")
print(f"tilt, step formula = {tilt_nagai/deg:.6f} deg")
print(f"tilt, step formula = {3600*tilt_nagai/deg:.1f} arcsec")
print("COHERENT CONTINUUM FILM")
print(f"tilt, sine law = {tilt_sine/deg:.6f} deg")
print(f"tilt, minimised elastic energy = {tilt_elastic/deg:.6f} deg")
print(f"miscut of film planes = {film_miscut/deg:.4f} deg")
print(f"factor 1 + 2 C12/C11 = {poisson_factor:.3f}")
print(f"bulk misfit giving this eps = {100*bulk_misfit:.4f} %")
print(f"eps if the BULK misfit were 1 % = {100*(ratio_bulk-1):.3f} %")
print(f"tilt if the BULK misfit were 1 % = {tilt_if_bulk/deg:.4f} deg")
print("SPRING LATTICE, 14 columns per single step")
print(f"miscut = {np.arctan(spring_tan_phi)/deg:.3f} deg")
print(f"bulk misfit = {100*spring_misfit:.2f} %")
print(f"measured spacing excess = {100*excess_1:.4f} %")
print(f"measured tilt, single steps = {np.arctan(-slope_1)/deg:.5f} deg")
print(f"measured tilt, double steps = {np.arctan(-slope_2)/deg:.5f} deg")
print(f"eps*tan(phi) prediction = {np.arctan(excess_1*spring_tan_phi)/deg:.5f} deg")
print(f"first film row, smallest local tilt = {np.arctan(-first_row).min()/deg:.4f} deg")
print(f"first film row, largest local tilt = {np.arctan(-first_row).max()/deg:.4f} deg")
print("NEGLECTED EFFECTS (rough)")
print(f"Burgers vector length = {burgers:.2f} nm")
print(f"Burgers misfit-relieving part = {b_edge:.3f} nm")
print(f"Burgers out-of-plane part = {b_up:.3f} nm")
print(f"Poisson ratio C12/(C11+C12) = {nu:.3f}")
print(f"critical thickness = {h_critical:.1f} nm")
print(f"dislocation tilt, full relaxation, one sign = {tilt_full_relax/deg:.3f} deg")
print(f"relaxed fraction whose tilt equals step tilt = {100*equal_fraction:.1f} %")
print(f"thermal expansion difference = {expansion_difference:.1e} 1/K")
print(f"temperature change = {temperature_change:.0f} K")
print(f"relative change of tilt from it = {100*thermal_change:.2f} %")
print("all good")
```

Printed output:

```
INPUTS (round model values)
miscut phi = 4.0 deg
excess of strained film spacing eps = 1.00 %
step height = 0.28 nm
C11, C12, C44 = 120, 54, 60 GPa
STEP MODEL
tan(phi) = 0.069927
terrace length = 4.004 nm
height lost by a film plane per terrace = 0.0028 nm
terraces to sink by one step height = 100
distance for that = 400 nm
tan(theta) = 6.9927e-04
tilt, step formula = 0.040065 deg
tilt, step formula = 144.2 arcsec
COHERENT CONTINUUM FILM
tilt, sine law = 0.040066 deg
tilt, minimised elastic energy = 0.040066 deg
miscut of film planes = 4.0401 deg
factor 1 + 2 C12/C11 = 1.900
bulk misfit giving this eps = 0.5279 %
eps if the BULK misfit were 1 % = 1.894 %
tilt if the BULK misfit were 1 % = 0.0759 deg
SPRING LATTICE, 14 columns per single step
miscut = 4.086 deg
bulk misfit = 0.75 %
measured spacing excess = 0.9949 %
measured tilt, single steps = 0.04072 deg
measured tilt, double steps = 0.04072 deg
eps*tan(phi) prediction = 0.04072 deg
first film row, smallest local tilt = 0.0045 deg
first film row, largest local tilt = 0.0747 deg
NEGLECTED EFFECTS (rough)
Burgers vector length = 0.40 nm
Burgers misfit-relieving part = 0.200 nm
Burgers out-of-plane part = 0.283 nm
Poisson ratio C12/(C11+C12) = 0.310
critical thickness = 21.1 nm
dislocation tilt, full relaxation, one sign = 0.428 deg
relaxed fraction whose tilt equals step tilt = 9.4 %
thermal expansion difference = 1.0e-07 1/K
temperature change = 600 K
relative change of tilt from it = 1.14 %
all good
```
